# Does a locally collinear GGA see a spin spiral's pitch?

## Question

I am computing spin spirals for a study of chiral magnets in spin devices. The code applies PBE to noncollinear magnetization in the locally collinear way: at each point it forms majority and minority densities from \(n\) and \(|\mathbf m|\), and passes these and their gradients to the ordinary collinear functional.

I expected a gradient-corrected functional to notice how fast the magnetization turns. But when I hold the density and the moment magnitude uniform and fixed, and change only the pitch of a planar spiral, the exchange-correlation (xc) energy does not move. Is this a bug? If not, is the true xc energy equally indifferent to pitch? And would a functional that uses all components of \(\nabla\mathbf m\) put it right?

## Answer

It is not a bug. Your functional uses the gradient of the moment's length, and in your spiral only the direction changes. The other two questions need an actual calculation of exchange, which can be done for a uniform electron gas. I use Hartree atomic units, and \(\mathbf m\) counts electron spins per volume, so that \(|\mathbf m|=n_+-n_-\).

### What the functional receives

The locally collinear inputs are

\[
n_\pm=\tfrac12(n\pm|\mathbf m|),\qquad \nabla n_\pm=\tfrac12(\nabla n\pm\nabla|\mathbf m|).
\]

Some codes project the gradient on the local direction \(\hat{\mathbf m}\) instead. That changes nothing: differentiating \(|\mathbf m|^2=\mathbf m\cdot\mathbf m\) gives \(2|\mathbf m|\,\partial_i|\mathbf m|=2\,\mathbf m\cdot\partial_i\mathbf m\), so wherever \(\mathbf m\neq0\),

\[
\partial_i|\mathbf m|=\hat{\mathbf m}\cdot\partial_i\mathbf m .
\]

To see what is lost, write \(\mathbf m=|\mathbf m|\hat{\mathbf m}\). Then \(\partial_i\mathbf m=\hat{\mathbf m}\,\partial_i|\mathbf m|+|\mathbf m|\,\partial_i\hat{\mathbf m}\). The two parts are orthogonal, because \(\hat{\mathbf m}\cdot\hat{\mathbf m}=1\) implies \(\hat{\mathbf m}\cdot\partial_i\hat{\mathbf m}=0\). Squaring and summing over \(i\),

\[
|\nabla\mathbf m|^2=\big|\nabla|\mathbf m|\big|^2+|\mathbf m|^2|\nabla\hat{\mathbf m}|^2 .
\]

The functional receives the first part and never the second. For the planar spiral

\[
\mathbf m(\mathbf r)=m(\cos qx,\ \sin qx,\ 0),
\]

with uniform \(n\) and \(m\), the first part is zero and the second is \(m^2q^2\). All inputs are those of a uniform collinear gas, so the xc energy per volume is its local value for every pitch \(2\pi/q\).

The functional does respond when the length varies. Take a moment \(m(1+0.5\cos qx)\), in the gas described below. Relative to the same wave with its gradients switched off, PBE gives \(-0.17\) meV per formula unit at a 3 nm period and \(-0.70\) meV at 1.5 nm. It gives the same values whether or not the direction also rotates, since the inputs are the same.

### A gas in which exchange can be calculated

Put noninteracting electrons in a spiral field, \(-B(\cos qx\,\sigma_x+\sin qx\,\sigma_y)\), and try the orbitals

\[
\psi=e^{i\mathbf k\cdot\mathbf r}\begin{pmatrix}\alpha\,e^{-iqx/2}\\ \beta\,e^{iqx/2}\end{pmatrix}.
\]

The kinetic energies of the two components are \(\tfrac12(\mathbf k\mp\tfrac12q\hat{\mathbf x})^2=\tfrac12k^2+\tfrac18q^2\mp\tfrac12k_xq\). The field exchanges \(\alpha\) and \(\beta\) and leaves the phase factors in place. The problem for \((\alpha,\beta)\) is therefore

\[
h=\frac{k^2}{2}+\frac{q^2}{8}-\frac{k_xq}{2}\sigma_z-B\sigma_x,
\]

\[
\varepsilon_\pm=\frac{k^2}{2}+\frac{q^2}{8}\mp w,\qquad w=\sqrt{B^2+(k_xq/2)^2}.
\]

The upper sign is the lower branch. In the rotating frame its spin points along \(\mathbf s=(B,0,k_xq/2)/w\), and the other branch has the opposite spin. States with \(\pm k_x\) are filled equally, so the \(z\) components cancel and the net moment is a planar spiral parallel to the field.

For each \(q\), choose \(B\) and the chemical potential to give the prescribed \(n\) and \(m\). The filled determinant minimizes \(\langle T\rangle-Bm\) at fixed \(n\). Any other determinant with the same \(n\) and \(\mathbf m(\mathbf r)\) has the same field energy, so it cannot have a lower kinetic energy. Ours is thus the Kohn–Sham determinant for these densities, and its Fock energy is by definition the exact exchange energy. Stationarity also requires \(\partial T_s/\partial m=B\), with \(T_s\) per volume. At 3 nm the numerical slope and the field are both 0.08846 Ha.

In the Fock energy the position-dependent spin rotations cancel. The density matrix has the form \(R(x)\,G(\mathbf r-\mathbf r')\,R^\dagger(x')\) with unitary \(R\), and exchange contains only \(\mathrm{tr}\,\gamma\gamma^\dagger=\mathrm{tr}\,GG^\dagger\). Two spin states overlap with weight \((1+\mathbf s\cdot\mathbf s')/2\), and the Fourier transform of \(1/r\) is \(4\pi/|\mathbf k-\mathbf k'|^2\). Hence

\[
e_x=-\frac12\sum_{\rm branches}\iint_{\rm occ}\frac{d^3k\,d^3k'}{(2\pi)^6}\,\frac{4\pi}{|\mathbf k-\mathbf k'|^2}\,\frac{1+\mathbf s\cdot\mathbf s'}{2}.
\]

The pitch enters through the directions \(\mathbf s\) and through the occupied regions. The remaining question is whether these effects cancel.

### Slow spirals: they nearly cancel

Let both branches be occupied. At \(q=0\) they fill spheres of radii \(a>b\). Equal chemical potentials require \(a^2/2-B=b^2/2+B\), so

\[
B=\frac{a^2-b^2}{4},\qquad m=\frac{a^3-b^3}{6\pi^2}.
\]

**Tilting the spins.** For small \(q\) the spins tilt by \(\theta\simeq k_xq/(2B)\). The overlap of two states in one branch falls from 1 by \((\theta-\theta')^2/4=q^2(k_x-k_x')^2/(16B^2)\), and the overlap between branches rises from 0 by the same amount. With occupations \(f\) and \(g\) of the lower and upper branch, the changes combine as \(-ff'-gg'+fg'+gf'=-(f-g)(f'-g')\). The minus sign of exchange makes the result positive:

\[
\Delta_1=\frac12\,\frac{q^2}{16B^2}\iint\frac{d^3k\,d^3k'}{(2\pi)^6}\,4\pi\,\frac{(k_x-k_x')^2}{|\mathbf k-\mathbf k'|^2}\,(f-g)(f'-g').
\]

The occupations are spherical at this order, so rotating both wavevectors together leaves them unchanged, and the fraction averages to \(1/3\). Each remaining integral of \(f-g\) gives \(m\):

\[
\Delta_1=\frac{\pi q^2m^2}{24B^2}.
\]

**Restoring the moment.** Tilting reduces each spin's contribution to \(m\) by \(1-\cos\theta\simeq q^2k_x^2/(8B^2)\). A sphere of radius \(a\) has \(\int k_x^2\,d^3k/(2\pi)^3=a^5/(30\pi^2)\). To keep \(m\) fixed, the difference in branch populations must grow by

\[
\delta=\frac{q^2}{8B^2}\,\frac{a^5-b^5}{30\pi^2}.
\]

At fixed \(n\), \(\delta/2\) electrons per volume move from the upper branch to the lower. At \(q=0\), \(e_x=-(a^4+b^4)/(8\pi^3)\) and \(n_a=a^3/(6\pi^2)\), so \(\partial e_x/\partial n_a=-a/\pi\), and likewise \(-b/\pi\) for the other branch. Therefore

\[
\Delta_2=-\frac{(a-b)\delta}{2\pi}=-\frac{q^2(a-b)(a^5-b^5)}{480\pi^3B^2}.
\]

The Fermi surfaces also change shape at order \(q^2\). The exchange orbital energy is constant over the surface of each original sphere, so a shape change at fixed population has no effect at this order.

**Adding the two.** Insert \(m\) and \(1/B^2=16/(a^2-b^2)^2\), and cancel \((a-b)^2\):

\[
\Delta e_x=\frac{q^2}{\pi^3(a+b)^2}\left[\frac{P^2}{54}-\frac{Q}{30}\right],
\]

where \(P=a^2+ab+b^2\) and \(Q=a^4+a^3b+a^2b^2+ab^3+b^4\). The bracket is \((5P^2-9Q)/270\), and

\[
\begin{aligned}
5P^2-9Q&=-4a^4+a^3b+6a^2b^2+ab^3-4b^4\\
&=-(a-b)^2(4a^2+7ab+4b^2).
\end{aligned}
\]

The leading pitch dependence is

\[
\boxed{\Delta e_x=-\frac{q^2(a-b)^2(4a^2+7ab+4b^2)}{270\,\pi^3(a+b)^2}}
\]

It is not zero for \(a\ne b\), so exact exchange depends explicitly on pitch at fixed \(n\) and \(m\). The ratio of the full Fock shift to this law, extrapolated to \(q=0\), is 1.0000 both at \(m/n=0.182\) and at \(m/n=0.600\).

For weak polarization, with the pitch still long enough that \(qk_F\ll2B\), \(a\) and \(b\) approach \(k_F=(3\pi^2n)^{1/3}\) and \(a-b\simeq2\pi^2m/k_F^2\). The polynomial becomes \(15k_F^2\) and \((a+b)^2\) becomes \(4k_F^2\), giving

\[
\Delta e_x\simeq-\frac{\pi q^2m^2}{18k_F^4}.
\]

### Numbers for a short-pitch helix

Take 11 valence electrons and a moment of 2 Bohr magnetons in 0.0275 nm³ per formula unit, and a pitch of 3 nm. This gives \(n=0.05927\) and \(m=0.01078\) bohr⁻³, \(a=1.2753\), \(b=1.1282\) and \(q=0.11083\) bohr⁻¹, and \(B=0.0884\) Ha.

In the law, \((a-b)^2=0.02164\), the polynomial is 21.67 and \((a+b)^2=5.777\). Hence

\[
\Delta e_x=-\frac{0.01228\times0.02164\times21.67}{270\times31.01\times5.777}
=-1.19\times10^{-7}\ \text{Ha/bohr}^3 .
\]

One formula unit occupies \(11/0.05927=185.6\) bohr³, so the shift is \(-2.21\times10^{-5}\) Ha, or \(-0.60\) meV. The separate terms \(\Delta_1\) and \(\Delta_2\) are about \(+121\) and \(-121\) meV. The small remainder comes from this cancellation, so keeping \(\Delta_1\) alone would give the wrong sign and a size some 200 times too large. \(\Delta_1\) is the small-tilt form of freezing the branch populations and letting \(m\) fall. At 3 nm the tilt is not small, and the full Fock integral with frozen populations gives \(+99\) meV, with the moment down to 1.84 Bohr magnetons.

Shifts from \(q=0\) at fixed \(n\) and \(m\), in meV per formula unit:

| Pitch | Kinetic | Exact exchange | Small-\(q\) law |
|---|---:|---:|---:|
| 1.5 nm | 6.84 | −2.57 | −2.41 |
| 3 nm | 1.70 | −0.62 | −0.60 |
| 6 nm | 0.43 | −0.15 | −0.15 |

The locally collinear PBE xc shift is zero in all three rows. The law assumes a small tilt, measured by \(qk_F/(2B)\), which is already 0.76 at 3 nm. Even so, it differs from the full Fock shift by only 2% there and by 6% at 1.5 nm.

In this gas exchange favours the twist, while the kinetic energy opposes it more strongly. The total energy therefore depends on pitch even with your functional.

### Would all components of the gradient help?

The Scalmani–Frisch construction feeds the GGA with invariants built from all components of \(\nabla\mathbf m\). For uniform \(n\) they are

\[
\sigma_{++}=\sigma_{--}=\tfrac14|\nabla\mathbf m|^2=\tfrac14m^2q^2,\qquad
\sigma_{+-}=-\tfrac14m^2q^2 .
\]

PBE exchange now sees the spiral. PBE correlation still does not, because it uses only the total density gradient, and \(\sigma_{++}+2\sigma_{+-}+\sigma_{--}=0\).

At 3 nm the PBE exchange shift is \(-1.39\) meV, which has the right sign but is 2.26 times the exact exchange shift. Most of this factor follows from the weak-polarization form of the small-\(q\) law. PBE multiplies local exchange by \(1+\mu s^2\) at small \(s\), with \(\mu=0.2195\). Spin scaling evaluates each spin at density \(2n_\pm\simeq n\) with gradient \(mq\), so \(s=mq/(2k_Fn)\). With local exchange \(-3k_Fn/(4\pi)\) and \(n=k_F^3/(3\pi^2)\),

\[
\Delta e_x^{\rm PBE}\simeq-\frac{3k_Fn}{4\pi}\,\mu\,\frac{m^2q^2}{4k_F^2n^2}
=-\frac{9\pi\mu}{16}\,\frac{m^2q^2}{k_F^4}.
\]

Dividing by the small-\(q\) exchange result \(-\pi m^2q^2/(18k_F^4)\) gives \(81\mu/8=2.22\).

At full polarization, \(m=n\), the disagreement is qualitative. Every occupied orbital must then follow the local spin direction:

\[
\psi_j=\phi_j(\mathbf r)\,\chi(x),\qquad \chi=\frac1{\sqrt2}\begin{pmatrix}e^{-iqx/2}\\ e^{iqx/2}\end{pmatrix}.
\]

Here \(\chi^\dagger\partial_x\chi=0\) and \(|\partial_x\chi|^2=q^2/4\). The kinetic energy is that of the \(\phi_j\) plus \(nq^2/8\) per volume, so the best \(\phi_j\) are the same for every \(q\). The spin factor drops out of \(\mathrm{tr}\,\gamma\gamma^\dagger\), and exact exchange has no pitch dependence.

A field of 200 Ha brings the gas to \(1-m/n=1.8\times10^{-8}\). Relative to \(q=0\) in the same field, where \(m=n\), the exact exchange energy at 3 nm changes by only 0.0007 meV, which is what \(\Delta_1\) gives. Comparing at equal \(m\) instead adds a negative term of the same order. Both terms vanish as \(1/B^2\). The all-component PBE exchange shift is \(-7.9\) meV. At \(m=n\) itself the blind functional has the correct exchange, and the one that sees the gradient does not.

This does not contradict the small-\(q\) law, which tends to \(-2a^2q^2/(135\pi^3)\) as \(b\to0\). The law lets \(q\) vanish first, at finite \(B\). Reaching \(m=n\) at fixed \(q\) needs an unlimited field, which removes the tilt. The two limits do not commute, and the window in which exact exchange loses its pitch dependence is very narrow. At 3 nm and fixed \(n\) and \(m\), the exact shift is \(-46\) meV at \(m/n=0.99\), \(-54\) meV at 0.997, \(-28\) meV at 0.999 and \(-3.0\) meV at 0.9999. In a strongly but not fully polarized gas the blind functional therefore misses far more than in the weakly polarized example.

### Why your self-consistent runs may still show a change

A self-consistent run does not hold the moment fixed, so the moment can respond to the pitch. The gas shows the effect if the field is held fixed instead: the moment falls from 2 to 1.9986 Bohr magnetons between \(q=0\) and 3 nm, and the locally collinear xc energy rises by 0.66 meV. This indirect change is about as large as the missing exchange shift and has the opposite sign. A change in the xc energy therefore does not show that the functional sees the pitch itself. In a self-consistent run the xc field changes as well, so the size will differ. To look for explicit pitch dependence, constrain \(n\) and \(|\mathbf m|\).

If you need the missing term, a global hybrid evaluated with spinor orbitals contains its own fraction of the Fock shift. A screened hybrid contains only a fraction of the short-range part. Functionals of the kinetic-energy density receive an input that changes with \(q\) here, but the resulting shift depends on the functional. With \(\tau_\pm\) formed by projecting on the local direction, TPSS and SCAN exchange shift by only \(-0.001\) meV at 3 nm, while r²SCAN exchange shifts by \(+0.92\) meV, opposite in sign to the exact \(-0.62\) meV. Neither fact guarantees the right total, because correlation must be right too.

### How far this carries over to a real magnet

The electron count, volume, moment and pitch are rough values in the regime of the helimagnet MnGe, but the gas is not a model of its bonding. Its spin splitting, \(2B=4.8\) eV, is large: the usual rough estimate for 3d magnets, about 1 eV per Bohr magneton, gives 2 eV for this moment. The assumption that fails most plainly is uniform density, because the moment sits mainly on Mn. Applying the small-\(q\) law to 7 electrons and the same moment in a sphere of radius 0.12 nm changes the exchange shift from \(-0.60\) to \(-0.72\) meV. This is a size estimate, not a calculation of an atom.

Other effects are also left out:

- **Correlation.** In the local spin energy it offsets 27% of exchange (\(+169\) against \(-635\) meV). If the same fraction held for the pitch dependence, which is a conjecture, it would change the exchange shift by about 0.16 meV.
- **Spin–orbit coupling.** Suppose a chiral term \(-Dq\) balances a cost \(Cq^2\). The minimum has \(Dq=2Cq^2\). With the gas values, \(Cq^2=1.70-0.62\approx1.1\) meV, so the chiral energy is about 2.2 meV. This is the size such a term would need in the gas; it does not show that spin–orbit coupling sets the pitch of MnGe.
- **Temperature.** At 100 K, \(kT=8.6\) meV. This is small beside the spin splitting, but the calculation also leaves out thermal fluctuations of the moment directions. Comparing \(kT\) with the energy shifts per formula unit does not measure these fluctuations, because the shifts fall as \(q^2\) for a long spiral even when the stiffness is unchanged.

The input argument itself does not rely on the electron gas. In a domain wall or any other texture, a locally collinear GGA receives gradients of \(n\) and \(|\mathbf m|\), and no separate information about how fast the direction turns. The numerical output below gives the values in full.

## Numbers as computed

```
volume per formula unit: 0.0275 nm^3
electrons, moment per f.u.: 11, 2 mu_B
density n: 0.05927 bohr^-3
moment density m: 0.01078 bohr^-3
polarization m/n: 0.1818
Fermi wavevectors a, b: 1.2753, 1.1282 bohr^-1
q at pitch 3.0 nm: 0.11083 bohr^-1 = 2.0944 nm^-1
spiral field B at q=0: 0.08840 Ha; at 3 nm: 0.08846 Ha
spin splitting 2B at q=0: 4.811 eV
tilt parameter q kF/(2B) at 3 nm: 0.756
exchange energy at q=0: -86.830 eV per f.u.
slope dTs/dm at 3 nm: 0.08846 Ha
Fock shift / small-q law, extrapolated to q=0:
  m/n=0.182: 1.0000; m/n=0.600: 1.0000
Energy shifts from q=0 at fixed n, m, in meV per f.u.:
 pitch 1.5 nm:
  kinetic 6.8375; exact exchange -2.5654
  small-q law -2.4061; all-component PBE exchange -5.5628
  locally collinear PBE xc 0.0e+00
 pitch 3.0 nm:
  kinetic 1.7035; exact exchange -0.6160
  small-q law -0.6015; all-component PBE exchange -1.3908
  locally collinear PBE xc 0.0e+00
 pitch 6.0 nm:
  kinetic 0.4255; exact exchange -0.1514
  small-q law -0.1504; all-component PBE exchange -0.3477
  locally collinear PBE xc 0.0e+00
all-component / exact exchange shift at 3 nm: 2.258
all-component PBE correlation shift, 3 nm: 0.0e+00 meV per f.u.
Moment length modulated by 50 %, locally collinear gradient part:
  1.5 nm: -0.6981; 3 nm: -0.1745 meV per f.u.
Full polarization, 3 nm, field 200 Ha, 1-m/n = 1.8e-08:
  exact exchange shift: 0.00071 meV per f.u.
  all-component PBE exchange shift: -7.9233 meV per f.u.
Fixed field instead of fixed moment, 3 nm:
  moment: 1.99858 mu_B per f.u.
  locally collinear xc shift: 0.6635 meV per f.u.
Size of neglected effects, 3 nm:
  local spin energy, exchange: -635.2 meV per f.u.
  local spin energy, correlation: 169.0 meV per f.u.
  correlation/exchange ratio: -0.266
  small-q law, 7 electrons in 0.12 nm sphere: -0.7180 meV
  chiral energy to hold the pitch: 2.1750 meV per f.u.
  kT at 100 K: 8.617 meV; kT/(2B): 1.79e-03
```
